# Rounding errors in transfer-matrix products and scattering-matrix recursion for multichannel barriers: a numerical check

```python
"""Precision of transfer-matrix products and of scattering-matrix star products.

Result under test: in a barrier whose channels all decay, with rates between
kappa_min and kappa_max, cond(M) grows as exp(2 kappa_max L). Extracted data lose
precision at rates kappa_max + kappa_min (t by Schur complement) or
kappa_max - kappa_min (r, and t' by inversion). The star recursion damps earlier
reflection errors and keeps the dominant transmission accurate.

Symbols, Hartree atomic units: W channel potential matrix, E energy, k lead wave
numbers, M transfer matrix of flux amplitudes (right-going, left-going),
r, t reflection and transmission from the left, rp, tp the same from the right.
A scattering matrix is stored as the tuple (r, t, rp, tp).
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.stats import theilslopes

ENERGY = 0.3
THRESHOLDS = np.array([0.0, 0.1])
BARRIER = np.array([[0.5, 0.2], [0.2, 1.2]])
STEP = 0.5
EPS = np.finfo(float).eps
inv, solve, eye2 = np.linalg.inv, np.linalg.solve, np.eye(2)


def slice_transfer(W, thresholds, d):
    """Flux-amplitude transfer matrix of one uniform decaying slice."""
    w, V = np.linalg.eigh(2 * (W - ENERGY * np.eye(len(W))))
    assert w.min() > 0
    q = np.sqrt(w)

    def fun(values):
        return V @ np.diag(values) @ V.T

    P = np.block([[fun(np.cosh(q * d)), fun(np.sinh(q * d) / q)],
                  [fun(q * np.sinh(q * d)), fun(np.cosh(q * d))]])
    h = np.diag((2 * (ENERGY - thresholds)) ** 0.25)
    F = np.block([[inv(h), inv(h)], [1j * h, -1j * h]])
    return solve(F, P @ F)


def scattering(M):
    """Scattering blocks extracted from a transfer matrix."""
    n = len(M) // 2
    a, b, c, d = M[:n, :n], M[:n, n:], M[n:, :n], M[n:, n:]
    x = solve(d, c)
    return -x, a - b @ x, solve(d.T, b.T).T, inv(d)


def star(A, B):
    """Scattering matrix of section A followed on the right by section B."""
    rA, tA, rpA, tpA = A
    rB, tB, rpB, tpB = B
    D = inv(eye2 - rpA @ rB)
    G = tB @ D
    return (rA + tpA @ rB @ D @ tA, G @ tA, rpB + G @ rpA @ tpB,
            tpA @ inv(eye2 - rB @ rpA) @ tpB)


def matched(W, thresholds, L):
    """High-precision r and t from matching psi and psi' at both interfaces."""
    n = len(W)
    with mp.workdps(40 + int(0.7 * L)):
        e0 = mp.mpf(ENERGY)
        h = [mp.sqrt(mp.sqrt(2 * (e0 - mp.mpf(float(x))))) for x in thresholds]
        K2 = mp.matrix(n, n)
        for i in range(n):
            for j in range(n):
                K2[i, j] = 2 * (mp.mpf(float(W[i, j])) - (e0 if i == j else 0))
        if n == 1:
            w, V = [K2[0, 0]], mp.eye(1)
        else:
            w, V = mp.eigsy(K2)
        q = [mp.sqrt(w[s]) for s in range(n)]
        decay = [mp.exp(-x * L) for x in q]
        A, R = mp.matrix(4 * n, 4 * n), mp.matrix(4 * n, n)
        I = mp.mpc(0, 1)
        for i in range(n):
            A[i, i], R[i, i] = 1 / h[i], -1 / h[i]
            A[n + i, i], R[n + i, i] = -I * h[i], -I * h[i]
            A[2 * n + i, 3 * n + i] = 1 / h[i]
            A[3 * n + i, 3 * n + i] = I * h[i]
            for s in range(n):
                v, e = V[i, s], decay[s]
                A[i, n + s], A[i, 2 * n + s] = -v, -v * e
                A[n + i, n + s], A[n + i, 2 * n + s] = v * q[s], -v * q[s] * e
                A[2 * n + i, n + s], A[2 * n + i, 2 * n + s] = -v * e, -v
                A[3 * n + i, n + s] = v * q[s] * e
                A[3 * n + i, 2 * n + s] = -v * q[s]
        X = mp.inverse(A) * R
        return X[0:n, 0:n], X[3 * n:4 * n, 0:n]


def to_np(A):
    return np.array([[complex(A[i, j]) for j in range(A.cols)]
                     for i in range(A.rows)])


def rel(a, b):
    """Relative Frobenius error, scaled so that tiny matrices do not underflow."""
    s = np.abs(b).max()
    return np.linalg.norm((a - b) / s) / np.linalg.norm(b / s)


def slope(x, y):
    return theilslopes(y, x)[0]


# Decay rates and matrices of the uniform barrier.
w, V = np.linalg.eigh(2 * (BARRIER - ENERGY * eye2))
kappa = np.sqrt(w)
kmin, kmax = kappa
k = np.sqrt(2 * (ENERGY - THRESHOLDS))
K, Q = np.diag(k), V @ np.diag(kappa) @ V.T
Qh = V @ np.diag(np.sqrt(kappa)) @ V.T
A = np.diag(np.sqrt(k)) @ inv(K + 1j * Q) @ Qh
H = Qh @ inv(K) @ Qh
U = (eye2 - 1j * H) @ inv(eye2 + 1j * H)
m = slice_transfer(BARRIER, THRESHOLDS, STEP)
s = scattering(m)

# Build both descriptions of the same barrier, slice by slice.
transfer, stars = {1: m}, {1: s}
beta = np.linalg.norm(s[0], 2)
largest_inverse = 0.0
for n in range(2, 121):
    D = inv(eye2 - stars[n - 1][2] @ s[0])
    largest_inverse = max(largest_inverse, np.linalg.norm(D, 2))
    transfer[n] = m @ transfer[n - 1]
    stars[n] = star(stars[n - 1], s)
assert largest_inverse <= 1 / (1 - beta)

# Closed transmission formula against interface matching.
Z = V @ np.diag(np.exp(-kappa * 3.0)) @ V.T
closed_t = 4j * A @ inv(eye2 - Z @ U @ Z @ U) @ Z @ A.T
assert rel(closed_t, to_np(matched(BARRIER, THRESHOLDS, 3.0)[1])) < 1e-12

# Flux conservation and the condition number.
M8 = transfer[16]
sigma = np.diag([1, 1, -1, -1])
assert np.linalg.norm(M8.conj().T @ sigma @ M8 - sigma) < 1e-10 * np.linalg.norm(M8)**2
tau = np.linalg.svd(stars[16][1], compute_uv=False)[-1] ** 2
cond_direct = np.linalg.cond(M8)
cond_formula = (1 + np.sqrt(1 - tau)) ** 2 / tau
assert abs(cond_direct / cond_formula - 1) < 1e-4
assert abs(np.linalg.norm(M8, 2) ** 2 / cond_direct - 1) < 1e-4

# First-order response of the extracted blocks to an error in M.
rng = np.random.default_rng(4)
F = 1e-7 * (rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4)))
r, t, rp, tp = scattering(transfer[6])
changed = scattering(transfer[6] + F)
predicted = (-tp @ (F[2:, :2] + F[2:, 2:] @ r),
             np.hstack([eye2, -rp]) @ F @ np.vstack([eye2, r]),
             (F[:2, 2:] - rp @ F[2:, 2:]) @ tp, -tp @ F[2:, 2:] @ tp)
for new, old, change in zip(changed, (r, t, rp, tp), predicted):
    assert rel(new - old, change) < 1e-4

# Actual rounding errors against high-precision matching.
refs, errors = {}, {}
for n in sorted(set(range(16, 69)) | {20, 40, 80, 120}):
    refs[n] = matched(BARRIER, THRESHOLDS, n * STEP)
    rr, tt = map(to_np, refs[n])
    x = scattering(transfer[n])
    errors[n] = (rel(x[1], tt), rel(x[3], tt), rel(x[0], rr),
                 rel(stars[n][1], tt), rel(stars[n][0], rr))
    assert errors[n][3] < 100 * n * EPS and errors[n][4] < 1e-13
ns = np.arange(16, 69)
lengths = ns * STEP
rates = [slope(lengths, np.log([errors[n][j] for n in ns])) for j in range(3)]
cond_rate = slope(lengths, [2 * np.log(np.linalg.norm(transfer[n], 2)) for n in ns])
for found, expected in zip(rates, (kmax + kmin, kmax - kmin, kmax - kmin)):
    assert abs(found / expected - 1) < 0.10
assert abs(cond_rate / (2 * kmax) - 1) < 0.01
assert errors[120][1] > 0.1

# One-channel control: inversion is accurate, the Schur complement is not.
W1, th1 = np.array([[1.0]]), np.array([0.0])
k1 = np.sqrt(2 * (W1[0, 0] - ENERGY))
m1 = slice_transfer(W1, th1, STEP)
M1, single = m1.copy(), []
for n in range(2, 69):
    M1 = m1 @ M1
    if n >= 16:
        t1 = to_np(matched(W1, th1, n * STEP)[1])
        x = scattering(M1)
        single.append((rel(x[1], t1), rel(x[3], t1)))
single = np.array(single)
single_rate = slope(lengths, np.log(np.maximum(single[:, 0], 1e-300)))
assert abs(single_rate / (2 * k1) - 1) < 0.10
assert single[:, 1].max() < 100 * 68 * EPS

# An injected reflection error is damped by the gain on both sides.
delta = 1e-5 * np.array([[1, 0.4j], [0.4j, -0.7]])
base = stars[20]
bad = (base[0], base[1], base[2] + delta, base[3])
gain, damping = eye2, []
for n in range(20):
    gain = s[1] @ inv(eye2 - base[2] @ s[0]) @ gain
    base, bad = star(base, s), star(bad, s)
    damping.append(np.linalg.norm(bad[2] - base[2]))
assert rel(bad[2] - base[2], gain @ delta @ gain.T) < 1e-3
damping_rate = -slope(np.arange(11, 21) * STEP, np.log(damping[10:]))
assert abs(damping_rate / (2 * kmin) - 1) < 0.05

# Uniform bound on the accumulated gain, from several starting slices.
condA, bound_use = np.linalg.cond(A), 0.0
for start in (1, 3, 20):
    gain = eye2
    for n in range(start, 100):
        gain = s[1] @ inv(eye2 - stars[n][2] @ s[0]) @ gain
        L0, L1 = start * STEP, (n + 1) * STEP
        bound = (condA * np.exp(-kmin * (L1 - L0)) * (1 + np.exp(-2 * kmin * L0))
                 / (1 - np.exp(-2 * kmin * L1)))
        bound_use = max(bound_use, np.linalg.norm(gain, 2) / bound)
assert bound_use <= 1 + 1e-10

# Norm-wise accuracy does not protect the weakest eigenchannel.
with mp.workdps(150):
    tref = refs[120][1]
    determinant = abs(tref[0, 0] * tref[1, 1] - tref[0, 1] * tref[1, 0])
    weak_ref = float(determinant / mp.mnorm(tref, 'f'))
weak_star = np.linalg.svd(stars[120][1], compute_uv=False)[-1]
weak_transfer = 1 / np.linalg.norm(transfer[120][2:, 2:], 2)
assert weak_star / weak_ref > 10
assert abs(weak_transfer / weak_ref - 1) < 1e-10

# Non-uniform barrier: exact exponentials multiplied with 150 digits.
potentials = []
for j in range(5):
    c, q = np.cos(2 * np.pi * j / 5), np.sin(2 * np.pi * j / 5)
    potentials.append(BARRIER + 0.1 * np.array([[c, q], [q, -c]]))
pieces = [slice_transfer(W, THRESHOLDS, STEP) for W in potentials]
smatrices = [scattering(x) for x in pieces]
varying_star, varying_M = smatrices[0], pieces[0]
for n in range(1, 120):
    varying_star = star(varying_star, smatrices[n % 5])
    varying_M = pieces[n % 5] @ varying_M
with mp.workdps(150):
    propagators = []
    for W in potentials:
        generator = mp.matrix(4, 4)
        for i in range(2):
            generator[i, i + 2] = mp.mpf(STEP)
            for j in range(2):
                shift = mp.mpf(ENERGY) if i == j else 0
                generator[i + 2, j] = 2 * STEP * (mp.mpf(float(W[i, j])) - shift)
        propagators.append(mp.expm(generator))
    P, basis = mp.eye(4), mp.matrix(4, 4)
    for n in range(120):
        P = propagators[n % 5] * P
    for i in range(2):
        h = mp.sqrt(mp.sqrt(2 * (mp.mpf(ENERGY) - mp.mpf(float(THRESHOLDS[i])))))
        basis[i, i] = basis[i, i + 2] = 1 / h
        basis[i + 2, i], basis[i + 2, i + 2] = mp.mpc(0, h), mp.mpc(0, -h)
    X = mp.inverse(basis) * P * basis
    d = mp.inverse(X[2:4, 2:4])
    exact = [-1 * (d * X[2:4, 0:2]),
             X[0:2, 0:2] - X[0:2, 2:4] * d * X[2:4, 0:2], X[0:2, 2:4] * d, d]
exact = [to_np(x) for x in exact]
varying_errors = [rel(x, y) for x, y in zip(varying_star, exact)]
varying_transfer_error = rel(scattering(varying_M)[3], exact[3])
assert max(varying_errors) < 100 * 120 * EPS
assert varying_transfer_error > 0.1

# Very thick barriers: direct storage, then a separate logarithmic scale.
thick = s
for n in range(1, 2000):
    thick = star(thick, s)
r1000, t1000 = matched(BARRIER, THRESHOLDS, 1000.0)
thick_errors = rel(thick[1], to_np(t1000)), rel(thick[0], to_np(r1000))
assert thick_errors[0] < 100 * 2000 * EPS and thick_errors[1] < 1e-13
reflection, scaled_t, log_t = s[2], s[1], 0.0
for n in range(1, 10000):
    G = s[1] @ inv(eye2 - reflection @ s[0])
    reflection = s[2] + G @ reflection @ s[3]
    scaled_t = G @ scaled_t
    size = np.linalg.norm(scaled_t)
    scaled_t, log_t = scaled_t / size, log_t + np.log(size)
log_ref = float(mp.log(mp.mnorm(matched(BARRIER, THRESHOLDS, 5000.0)[1], 'f')))
Kih = np.diag(k ** -0.5)
X = Kih @ Q @ Kih
r_limit = -inv(X - 1j * eye2) @ (X + 1j * eye2)
assert abs(log_t - log_ref) < 1e-9 and rel(reflection, r_limit) < 1e-13
gain_eigs = np.sort(np.abs(np.linalg.eigvals(G)))
assert np.allclose(gain_eigs, np.sort(np.exp(-kappa * STEP)), rtol=1e-11)

bohr_nm = physical_constants['Bohr radius'][0] * 1e9
print(f"energy = {ENERGY:.3f} hartree; slice thickness = {STEP:.3f} bohr")
print("lead thresholds (hartree):", THRESHOLDS)
print("barrier matrix (hartree):", BARRIER.tolist())
print(f"lead wave numbers = {k[0]:.6f}, {k[1]:.6f} 1/bohr")
print(f"kappa_min, kappa_max = {kmin:.6f}, {kmax:.6f} 1/bohr")
print(f"double-precision machine epsilon = {EPS:.3e}")
print(f"condition number at 8 bohr, direct = {cond_direct:.6e}")
print(f"condition number at 8 bohr, from tau_min = {cond_formula:.6e}")
print(f"smallest transmission eigenvalue at 8 bohr = {tau:.6e}")
print("fitted growth rate / predicted rate (1/bohr), 8 to 34 bohr:")
print(f"  condition number: {cond_rate:.4f} / {2*kmax:.4f}")
for name, found, expected in zip(("t, Schur", "t', inverse", "r, transfer"), rates,
                                 (kmax + kmin, kmax - kmin, kmax - kmin)):
    print(f"  {name}: {found:.4f} / {expected:.4f}")
print(f"  one-channel t, Schur: {single_rate:.4f} / {2*k1:.4f}")
print(f"one-channel t', inverse: largest relative error = {single[:,1].max():.2e}")
print(f"estimated t' precision limit = {-np.log(EPS)/(kmax-kmin):.2f} bohr")
print("L (bohr) | norm t | relative errors: Schur t, inverse t', star t, star r")
for n in (20, 40, 80, 120):
    e = errors[n]
    print(f"  {n*STEP:.0f} | {float(mp.mnorm(refs[n][1], 'f')):.6e} | "
          f"{e[0]:.2e}, {e[1]:.2e}, {e[3]:.2e}, {e[4]:.2e}")
print(f"slice reflection norm = {beta:.6f}")
print(f"largest star inverse norm / bound = {largest_inverse:.4f} / {1/(1-beta):.4f}")
print(f"reflection-error damping / 2 kappa_min = {damping_rate:.4f} / {2*kmin:.4f} 1/bohr")
print(f"cond(A) = {condA:.6f}; largest gain / bound = {bound_use:.6f}")
print(f"limiting gain eigenvalues = {gain_eigs[0]:.8f}, {gain_eigs[1]:.8f}")
print(f"weakest singular value at 60 bohr, reference = {weak_ref:.6e}")
print(f"weakest singular value at 60 bohr, star = {weak_star:.6e}")
print(f"weakest singular value at 60 bohr, transfer = {weak_transfer:.6e}")
print(f"non-uniform 60 bohr: largest star relative error = {max(varying_errors):.2e}")
print(f"non-uniform 60 bohr: inverse t' relative error = {varying_transfer_error:.2e}")
print(f"1000 bohr = {1000*bohr_nm:.4f} nm")
print(f"norm t at 1000 bohr = {float(mp.mnorm(t1000, 'f')):.6e}")
print(f"star relative errors at 1000 bohr: t {thick_errors[0]:.2e}, r {thick_errors[1]:.2e}")
print(f"5000 bohr = {5000*bohr_nm:.4f} nm")
print(f"ln norm t at 5000 bohr, star / reference = {log_t:.9f} / {log_ref:.9f}")
print(f"r' relative error at 5000 bohr = {rel(reflection, r_limit):.2e}")
print("all good")
```

Printed output:

```
energy = 0.300 hartree; slice thickness = 0.500 bohr
lead thresholds (hartree): [0.  0.1]
barrier matrix (hartree): [[0.5, 0.2], [0.2, 1.2]]
lead wave numbers = 0.774597, 0.632456 1/bohr
kappa_min, kappa_max = 0.542009, 1.380661 1/bohr
double-precision machine epsilon = 2.220e-16
condition number at 8 bohr, direct = 6.743021e+09
condition number at 8 bohr, from tau_min = 6.743021e+09
smallest transmission eigenvalue at 8 bohr = 5.932060e-10
fitted growth rate / predicted rate (1/bohr), 8 to 34 bohr:
  condition number: 2.7613 / 2.7613
  t, Schur: 1.9373 / 1.9227
  t', inverse: 0.8420 / 0.8387
  r, transfer: 0.8435 / 0.8387
  one-channel t, Schur: 2.3571 / 2.3664
one-channel t', inverse: largest relative error = 4.23e-15
estimated t' precision limit = 42.98 bohr
L (bohr) | norm t | relative errors: Schur t, inverse t', star t, star r
  10 | 8.345269e-03 | 6.61e-09, 5.74e-14, 5.36e-15, 2.76e-16
  20 | 3.694281e-05 | 2.16e+00, 2.85e-11, 1.08e-14, 3.45e-16
  40 | 7.239287e-10 | 1.28e+17, 7.29e-03, 2.14e-14, 5.18e-16
  60 | 1.418606e-14 | 3.00e+33, 1.00e+00, 2.89e-14, 5.18e-16
slice reflection norm = 0.699315
largest star inverse norm / bound = 0.9287 / 3.3257
reflection-error damping / 2 kappa_min = 1.0840 / 1.0840 1/bohr
cond(A) = 1.111934; largest gain / bound = 0.899367
limiting gain eigenvalues = 0.50141024, 0.76261290
weakest singular value at 60 bohr, reference = 1.609516e-36
weakest singular value at 60 bohr, star = 7.174499e-32
weakest singular value at 60 bohr, transfer = 1.609516e-36
non-uniform 60 bohr: largest star relative error = 3.07e-14
non-uniform 60 bohr: inverse t' relative error = 1.00e+00
1000 bohr = 52.9177 nm
norm t at 1000 bohr = 7.649944e-236
star relative errors at 1000 bohr: t 4.04e-13, r 5.18e-16
5000 bohr = 264.5886 nm
ln norm t at 5000 bohr, star / reference = -2709.413114600 / -2709.413114600
r' relative error at 5000 bohr = 3.09e-16
all good
```
